\section*{Why Inner-Valence Ionization Can Lose Its Dominant Line}

\section{The question}

Removing an outer-valence electron from a closed-shell molecule usually gives an ion that resembles the neutral molecule with one orbital vacated. Why can this description fail for an inner-valence electron, so that no single ion state represents the vacancy?

The amount of orbital $p$ in ion state $n$ is measured by
\begin{equation}
x_{pn}^2=|\langle \Psi_n^{N-1}|a_p|\Psi_0^N\rangle|^2 .
\end{equation}
With the corresponding attachment strengths these numbers add up to one, because $\langle a_p^\dagger a_p+a_pa_p^\dagger\rangle=1$. A root is called dominant here if it carries more than half.

\section{The mechanism}

In the mean-field picture, a hole in orbital $p$ costs $-\varepsilon_p$. The ion also has two-hole-one-particle (2h1p) states: electrons leave orbitals $i$ and $j$, and one of them enters an empty orbital $a$. The electron repulsion connects the two kinds of state: one electron fills the hole $p$ while another is excited into $a$.

Two outer holes and an excitation can cost less than one inner-valence hole. The inner level then lies among 2h1p levels, and even moderate couplings can share it out. An outer-valence level below all 2h1p levels is shifted by them but can keep most of its strength. Position alone does not decide the matter: couplings and spacings also enter.

\section{The 2ph-TDA equations}

Take a restricted Hartree--Fock (RHF) determinant $\Phi$ with real spin orbitals. Indices $i,j,k,l$ are occupied and $a,b,c,d$ empty. Define
\begin{align}
\langle pq|rs\rangle&=\frac{e^2}{4\pi\epsilon_0}\iint
\frac{\phi_p(1)\phi_q(2)\phi_r(1)\phi_s(2)}{r_{12}}\,d1\,d2,\\
\langle pq||rs\rangle&=\langle pq|rs\rangle-\langle pq|sr\rangle .
\end{align}
Relative to $\Phi$, with braces for normal ordering,
\begin{equation}
H-E_0=\sum_p\varepsilon_p\{a_p^\dagger a_p\}
+\tfrac14\sum_{pqrs}\langle pq||rs\rangle
\{a_p^\dagger a_q^\dagger a_s a_r\}.
\end{equation}
Write $h_i^\dagger=a_i$ for creation of a hole and $c_a^\dagger=a_a^\dagger$ for creation of a particle. The configurations are $c_a^\dagger h_i^\dagger h_j^\dagger\Phi$ with $i<j$. The one-body term gives them the energy $\varepsilon_a-\varepsilon_i-\varepsilon_j$. The two-body term acts in two ways.

First, two holes scatter. For four occupied indices, normal ordering moves one pair of operators past another, with no sign change:
\begin{equation}
\tfrac14\sum_{mnrs}\langle mn||rs\rangle h_s^\dagger h_r^\dagger h_m h_n .
\end{equation}
Between holes $ij$ and $kl$ four equal terms cancel the factor $1/4$, leaving $+\langle ij||kl\rangle$.

Second, a particle and a hole scatter. Again four equivalent index placements cancel the $1/4$, but reordering one hole pair costs a sign:
\begin{equation}
\{c_b^\dagger h_m h_n^\dagger c_a\}
=-c_b^\dagger c_a h_n^\dagger h_m .
\end{equation}
The amplitude for $j\to l$, $a\to b$ is therefore $-\langle bj||al\rangle=\langle al||jb\rangle$, with hole $i$ as spectator. Exchanging the holes in either configuration changes the sign. The energy block is thus
\begin{align}
A_{ija,klb}={}&\delta_{ik}\delta_{jl}\delta_{ab}
(\varepsilon_a-\varepsilon_i-\varepsilon_j)
+\delta_{ab}\langle ij||kl\rangle\nonumber\\
&+\delta_{ik}\langle al||jb\rangle-\delta_{il}\langle ak||jb\rangle
\nonumber\\
&-\delta_{jk}\langle al||ib\rangle+\delta_{jl}\langle ak||ib\rangle .
\label{eq:A}
\end{align}
On its diagonal the interaction is
$\langle ij||ij\rangle-\langle ia||ia\rangle-\langle ja||ja\rangle$: one hole-hole repulsion against two particle-hole attractions.

A single hole has energy $-\varepsilon_p$. Its coupling to a 2h1p configuration comes from terms with $i,j$ on one side of the integral and $p,a$ on the other. Four equal terms again cancel the $1/4$, so the coupling is $V^h_{p,ija}=\langle pa||ij\rangle$, up to a common sign that can be absorbed in the 2h1p basis.

The electron propagator has ionization poles at $\omega=-I$, where $I$ is an ionization energy. Hence the 2h1p block in $\omega$ is $K_h=-A$. The propagator also contains attachment, through two-particle-one-hole (2p1h) states with couplings $V^p_{p,abi}=\langle pi||ab\rangle$. The same derivation, with particles and holes interchanged and $\omega=+E$, gives
\begin{align}
(K_p)_{abi,cdj}={}&\delta_{ac}\delta_{bd}\delta_{ij}
(\varepsilon_a+\varepsilon_b-\varepsilon_i)
+\delta_{ij}\langle ab||cd\rangle\nonumber\\
&+\delta_{ac}\langle id||bj\rangle-\delta_{ad}\langle ic||bj\rangle
\nonumber\\
&-\delta_{bc}\langle id||aj\rangle+\delta_{bd}\langle ic||aj\rangle .
\end{align}

The two-particle-hole Tamm--Dancoff approximation (2ph-TDA) keeps these interactions within each class and omits direct coupling between the classes:
\begin{equation}
M=\begin{pmatrix}
\varepsilon&V^h&V^p\\
(V^h)^T&K_h&0\\
(V^p)^T&0&K_p
\end{pmatrix}.
\label{eq:M}
\end{equation}
Here $\varepsilon$ is the diagonal matrix of the orbital energies, occupied and empty, and $p$ in $V^h$ and $V^p$ runs over both kinds. The coupling of an occupied $p$ to a 2p1h state is not a matrix element of $H$ within one ion; it comes from correlation in the neutral ground state. To first order $\Psi_0^N$ contains the double excitation $p,i\to a,b$ with amplitude $\langle ab||pi\rangle/(\varepsilon_p+\varepsilon_i-\varepsilon_a-\varepsilon_b)$, so $a_p^\dagger\Psi_0^N$ overlaps the configuration $abi$ by this amount, up to sign. First-order mixing in $M$ gives orbital $p$ the component $V^p_{p,abi}/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_p)$ in that satellite, which has the same size when $V^p_{p,abi}=\langle pi||ab\rangle$. The same argument with $a_p$ fixes $V^h$ for empty $p$.

If $x$ and $y_s$ are the orbital and satellite parts of an eigenvector, the lower rows give $y_s=(\omega-K_s)^{-1}(V^s)^Tx$ for $s=h,p$. Inserting this in the first row gives the Dyson equation
\begin{equation}
\Big[\varepsilon+\sum_{s=h,p}V^s(\omega-K_s)^{-1}(V^s)^T\Big]x=\omega x .
\end{equation}
The squared orbital components of normalized eigenvectors of $M$ are the strengths $x_{pn}^2$ in this approximation.

\section{When a level keeps its strength}

Consider one orbital and the 2h1p states alone. Diagonalize $K_h$, with eigenvalues $\omega_k$ and transformed couplings $V_k$. An eigenvector $(x,y_k)$ obeys
\begin{align}
(\omega-\varepsilon_p)x&=\sum_kV_ky_k,\\
(\omega-\omega_k)y_k&=V_kx .
\end{align}
Eliminating $y_k=V_kx/(\omega-\omega_k)$ and normalizing, $x^2+\sum_ky_k^2=1$, gives
\begin{align}
\omega-\varepsilon_p&=\sum_k\frac{V_k^2}{\omega-\omega_k},
\label{eq:root}\\
Z=x^2&=\left[1+\sum_k\frac{V_k^2}{(\omega-\omega_k)^2}\right]^{-1}.
\label{eq:Z}
\end{align}
A root is dominant if and only if the sum in (\ref{eq:Z}) is below one. If every satellite is at least $\Delta$ from the root, then $Z\geq[1+\sum_kV_k^2/\Delta^2]^{-1}$, which tends to one for large $\Delta$. A single satellite no farther away than its own coupling $|V_k|$ already rules out dominance of that root.

With one satellite in all there are two roots sharing unit strength, so the larger share is at least one half. At resonance, $\omega_1=\varepsilon_p$, the roots are $\varepsilon_p\pm|V_1|$ and each has $Z=1/2$. Spreading the strength so that every root falls below half requires at least two coupled satellites.

For the dense limit take an infinite ladder $\omega_k=kd$ with equal couplings $v$. Put $u=\omega/d$ and sum symmetrically about zero:
\begin{equation}
\sum_k\frac1{u-k}=\pi\cot\pi u,\qquad
\sum_k\frac1{(u-k)^2}=\pi^2(1+\cot^2\pi u).
\end{equation}
The second sum is minus the derivative of the first. Equation (\ref{eq:root}) gives $\cot\pi u=(\omega-\varepsilon_p)d/(\pi v^2)$. Substitution in (\ref{eq:Z}) yields
\begin{align}
\frac1Z&=1+\frac{\pi^2v^2}{d^2}(1+\cot^2\pi u)\nonumber\\
&=1+\left(\frac{\pi v}{d}\right)^2
+\left(\frac{\omega-\varepsilon_p}{v}\right)^2 .
\label{eq:ladder}
\end{align}
No root of this ladder exceeds $[1+(\pi v/d)^2]^{-1}$. Once $\pi v/d\geq1$, none can be dominant.

The orbital energy still has a meaning in the one-orbital problem. The diagonal elements of its matrix and of the matrix squared give
\begin{equation}
\sum_nZ_n\omega_n=\varepsilon_p,\qquad
\sum_nZ_n(\omega_n-\varepsilon_p)^2=\sum_kV_k^2 .
\label{eq:moments}
\end{equation}
It is the centre of the distributed strength, even if no root lies there.

\section{Carbon dioxide}

The example is linear CO$_2$ with both C--O distances set to $1.16$ \AA. An RHF calculation in the cc-pVDZ basis supplies orbitals and integrals. The three core orbitals are left out of the hole space. Matrix (\ref{eq:M}) is diagonalized separately for each symmetry of the subgroup $D_{2h}$, in spin-doublet combinations; quartets do not couple to removal of one electron from a closed shell.

Below, $I_{\rm th}$ is the lowest 2h1p energy in the same $D_{2h}$ block, before coupling to the orbitals. In the $A_g$ block this lowest state couples to orbitals 4 and 6 by less than 0.01 eV; the lowest state with a larger coupling lies at 26.1 eV. Energies are in eV, and one member of each degenerate pair is listed.

\begin{center}
\begin{tabular}{ccccc}
Orbital & $-\varepsilon_p$ & $I_{\rm th}$ & Strongest root & $x_{pn}^2$\\
4 ($A_g$) & 41.6 & 25.8 & 34.5 & 0.39\\
5 ($B_{1u}$) & 40.2 & 27.0 & 34.0 & 0.49\\
6 ($A_g$) & 21.6 & 25.8 & 18.1 & 0.85\\
7 ($B_{1u}$) & 20.1 & 27.0 & 16.9 & 0.87\\
8 ($B_{2u}$) & 19.3 & 22.2 & 16.8 & 0.82\\
10 ($B_{2g}$) & 14.6 & 23.2 & 12.8 & 0.89
\end{tabular}
\end{center}

The four outer levels lie below their thresholds and keep dominant roots. The two inner levels lie 13 to 16 eV above theirs, and neither has a dominant root, though in this basis orbital 5 misses the limit narrowly (with diffuse functions its weight falls to 0.34; see the last section).

For orbital 4, the six strongest roots lie at 33.2, 34.5, 37.0, 38.7, 39.1 and 40.4 eV, with weights
\begin{equation}
0.022+0.385+0.095+0.157+0.098+0.046=0.803 .
\end{equation}
Its total ionization strength is 0.993, so these roots hold about 81\% of it. Their weighted mean is 36.5 eV, below $-\varepsilon_4=41.6$ eV. The full matrix also has diagonal element $\varepsilon_4$, so its complete strength distribution must average to that energy. The missing weight must therefore include contributions at much higher ionization energies.

\section{What causes the loss}

Keep only orbital 4 and the 2h1p states. The strongest root is then at 34.0 eV with $Z=0.498$. The sum in (\ref{eq:Z}) is $1/0.498-1=1.01$. Its largest term comes from a satellite at 35.9 eV, with coupling 1.24 eV and distance 1.83 eV from the root:
\begin{equation}
(1.24/1.83)^2=0.46 .
\end{equation}
This satellite supplies just under half of the sum; the others supply the rest. Restoring the other $A_g$ orbitals and the 2p1h states together lowers the largest weight to 0.385.

Now retain all these satellites and couplings, but move the orbital level from 41.6 to 14.6 eV, the energy of the highest occupied orbital. The largest weight rises from 0.498 to 0.937. With satellites and couplings fixed, the position of the level therefore matters strongly, but crossing the threshold is not the dividing line. Levels placed at 25, 30, 35, 38, 45 and 50 eV give largest weights of 0.88, 0.68, 0.75, 0.70, 0.26 and 0.40: dominance persists well above the threshold, and the change is not monotonic.

Interactions among the satellites matter too. Without them, the 2h1p threshold is 36.0 eV instead of 25.8 eV. The strongest root then lies at 35.0 eV, just below all the satellites, with weight 0.651. The unperturbed level at 41.6 eV is still above the threshold, yet a dominant root survives. This does not depend on the root lying below the satellites: with all couplings halved, the strongest root lies at 39.5 eV, between the coupled levels at 36.0 and 40.6 eV, with weight 0.70. Lying above threshold is thus not a sufficient condition for breakdown.

The ladder gives a rough measure of density. Within 5 eV of $-\varepsilon_4$ there are eight coupled satellites, a mean spacing of $10/8=1.25$ eV. Their root-mean-square coupling is 0.805 eV, so
\begin{equation}
\frac{\pi v}{d}=\frac{\pi(0.805)}{1.25}=2.02,\qquad
\frac1{1+2.02^2}=0.20 .
\end{equation}
This correctly indicates strong mixing but is no bound for the molecule: the actual spacings and couplings are unequal, and the strongest root lies outside the chosen window. The eight couplings range from 0.007 to 1.82 eV; leaving out the two below 0.02 eV changes the estimates to 1.75 and 0.25.

The root-mean-square width from (\ref{eq:moments}) is 16.3 eV, far larger than the spread of the six main lines. The eight nearby satellites contribute $8(0.805)^2=5.2$ eV$^2$ to a total of $16.3^2\simeq265$ eV$^2$, about 2\%. Most of the squared coupling therefore belongs to satellites outside the window. The width describes the whole distribution, including its weak distant parts, and is not the width of an observed band.

\section{How far the numbers can be trusted}

In the smaller 6-31G basis, the strongest roots for orbitals 4 and 5 are at 39.7 and 34.8 eV, with weights 0.45 and 0.28. Neither inner orbital has a dominant root in either basis, but the distribution changes greatly; for orbital 4 the strongest root moves by 5 eV. In the larger 6-311G* and aug-cc-pVDZ bases the strongest roots stay at 34.5 and 34.0 eV, but their weights become 0.37 and 0.48 in the first and 0.33 and 0.34 in the second, again below one half. The four outer roots rise by 0.1 to 0.2 eV and their weights fall by about 0.01 or less, so the last digit of these table entries depends on the basis. The sharing of inner-valence strength among individual lines is not converged. A finite basis also replaces the continuum of two holes and a free electron by discrete levels.

The 2ph-TDA omits configurations with three holes and two particles, as well as the second-order corrections to the couplings and the static (energy-independent) self-energy, both of which first enter the self-energy at third order. Nuclear motion is absent. The calculation supports the sharing of inner-valence strength among several roots at this level of theory; it does not fix a measured spectrum line by line.
